# Hop Length and Transport Energy in an Exponential Tail of States

A disordered semiconductor film has localized sites scattered at random in space, without correlations. Their energies form an exponential tail below a mobility edge at $E=0$:

$$g(E)=\frac{N}{E_0}\,e^{E/E_0},\qquad E\le 0 .$$

Here $N$ is the total site density and $E_0$ the tail slope. For holes, $E$ is the hole energy measured from the valence-band mobility edge; it falls on going into the gap, so a deeply trapped hole also has a large negative $E$. A carrier on a site of energy $E_i$ hops over a distance $r$ to an empty site of energy $E$ at the rate

$$\nu=\nu_0\exp\!\left[-\frac{2r}{a}-\frac{\max(E-E_i,0)}{kT}\right].$$

An upward hop pays a thermal factor; a downward hop does not. The factor $\exp(-2r/a)$ fixes the meaning of $a$: the wave function decays as $\exp(-r/a)$. At first $a$ is the same for all sites, the electric field is weak, and nearly all sites are empty.

## (a) How far away is a site below a given energy?

**Question.** Find the radius $r(E)$ of a sphere that holds, on average, one site of energy below $E$. How does it change with $E$?

**Solution.** The density of sites below $E$ is

$$n(E)=\int_{-\infty}^{E}\frac{N}{E_0}e^{E'/E_0}\,dE'=N e^{E/E_0}.$$

Setting $\tfrac{4\pi}{3}r^3n(E)=1$ gives

$$r(E)=R_0\,e^{-E/(3E_0)},\qquad R_0=\left(\frac{4\pi N}{3}\right)^{-1/3}.$$

Since $E$ is negative, the distance grows with depth. Differentiation gives

$$\frac{dr}{dE}=-\frac{r}{3E_0}.$$

The relative change of $r$ with energy is thus the same everywhere in the tail and does not contain $N$. If $B$ sites are required in the sphere instead of one, as in a percolation criterion, $R_0$ is multiplied by $B^{1/3}$ and this relation is unchanged.

## (b) Which upward hop is fastest?

**Question.** A carrier starts deep in the tail. Using $r(E)$ as the hop distance, find the length $r^*$ of the fastest upward hop. How does it depend on $N$?

**Solution.** For $E>E_i$ the exponent of the rate is $-[S(E)-E_i/kT]$, with

$$S(E)=\frac{2r(E)}{a}+\frac{E}{kT}.$$

The term in $E_i$ is constant, so the fastest hop minimises $S$. With the derivative from (a),

$$\frac{dS}{dE}=-\frac{2r}{3aE_0}+\frac{1}{kT}=0
\quad\Longrightarrow\quad
r^*=\frac{3aE_0}{2kT}.$$

Neither $N$ nor $B$ appears. Aiming higher by $dE$ costs $dE/kT$ in the thermal exponent and saves $2r\,dE/(3aE_0)$ in the tunnelling exponent. The two balance at one particular length. If $N$ is raised, every $r(E)$ shrinks, and the best target moves down in energy until the distance is again $r^*$. The density therefore changes the target energy and the rate, but not the length.

## (c) Where is the target, and when does it exist?

**Question.** Find the energy $E_t$ of this target, called the transport energy. Show that the stationary point is a minimum of $S$, find its width, and state when it lies in the tail.

**Solution.** Solving $r^*=R_0e^{-E_t/(3E_0)}$ for the energy gives

$$E_t=-3E_0\ln\frac{r^*}{R_0}.$$

The second derivative is

$$\frac{d^2S}{dE^2}=-\frac{2}{3aE_0}\frac{dr}{dE}=\frac{2r}{9aE_0^2}>0,$$

so $S$ is convex and its minimum is unique. At $r=r^*$ the curvature equals

$$\frac{2}{9aE_0^2}\cdot\frac{3aE_0}{2kT}=\frac{1}{3E_0kT}.$$

Near the optimum the rate varies as $\exp[-(E-E_t)^2/(6E_0kT)]$, a Gaussian of standard deviation $\sqrt{3E_0kT}$.

The optimum lies in the tail if $E_t<0$, that is, if $r^*>R_0$. When $r^*<R_0$, $dS/dE$ is negative throughout the tail and the best localized target is at its upper end, $E=0$. The length is then $R_0$, which does depend on $N$. This happens above the temperature $3aE_0/(2kR_0)$.

## (d) Why does a deep carrier go up?

**Question.** Compare the best upward hop with a hop to the nearest deeper site, again using typical distances.

**Solution.** Measure the starting depth by $y=(E_t-E_i)/(3E_0)$. Since $2r^*/a=3E_0/kT$, the upward exponent is

$$\frac{2r^*}{a}+\frac{E_t-E_i}{kT}=\frac{3E_0}{kT}(1+y).$$

The nearest deeper site is at $r(E_i)=r^*e^{(E_t-E_i)/(3E_0)}=r^*e^{y}$, so its exponent is

$$\frac{2r(E_i)}{a}=\frac{3E_0}{kT}\,e^{y}.$$

Because $e^y>1+y$ for $y\ne0$, the upward hop wins for every start below $E_t$. The two exponents touch at $y=0$. For a start above $E_t$, $dS/dE$ is already positive at $E_i$, so climbing further does not pay and the carrier goes down. In this estimate, $E_t$ separates carriers that sink from carriers that must be activated.

## (e) Does the result survive random distances?

**Question.** Real distances scatter about $r(E)$. For a very deep start, find the distribution of the length of the fastest hop, its mean, and the mean energy of its target.

**Solution.** Give each site the number $s=2r/a+E/kT$; the fastest hop has the smallest $s$. Sites below $E_i$ would need a different expression, but for a very deep start they are too rare to matter. The condition "number less than $s$" means $E<kT(s-2r/a)$. With

$$b=\frac{aE_0}{2kT},\qquad \frac{2kT}{aE_0}=\frac1b,$$

the mean number of such sites is

$$M(s)=\int_0^\infty 4\pi r^2\,N e^{skT/E_0}e^{-r/b}\,dr
=8\pi Nb^3\,e^{skT/E_0},$$

because $\int_0^\infty r^2e^{-r/b}dr=2b^3$. For $s\le0$ the energy limit stays below the mobility edge at all $r$, so the edge does not cut the integral. The chance that no site has $s<0$ is $e^{-M(0)}$, which is negligible if $8\pi Nb^3\gg1$.

The integrand shows that, at given $s$, the length has the probability density

$$p(r)=\frac{r^2e^{-r/b}}{2b^3}.$$

It contains neither $s$ nor $N$. Sites are independent, so the absence of any site with smaller $s$ does not alter it, and it holds for the fastest hop. Its moments are

$$\langle r\rangle=\frac{3!\,b^4}{2b^3}=3b=\frac{3aE_0}{2kT},\qquad
\langle r^2\rangle=\frac{4!\,b^5}{2b^3}=12b^2 .$$

The mean length is $r^*$, and the variance is $12b^2-9b^2=3b^2$. The result of (b) thus returns as a mean over a broad distribution, whose most probable value is $2b$.

The energy behaves differently. The smallest $s$ exceeds a given value with probability $e^{-M(s)}$, so $X=M(s_{\min})$ is exponentially distributed with mean 1, and $\langle\ln X\rangle=-\gamma$ with Euler's constant $\gamma=0.577$. From $kTs_{\min}=E_0[\ln X-\ln(8\pi Nb^3)]$ and $E=kTs_{\min}-E_0r/b$,

$$\langle E\rangle=-E_0\left[\ln(8\pi Nb^3)+\gamma+3\right].$$

With $r^*=3b$, the transport energy of (c) is $E_t=-E_0\ln(36\pi Nb^3)$. The mean target is therefore lower by $E_0(\gamma+3-\ln 4.5)=2.07E_0$.

The typical-distance estimate also makes the hop too slow. At its optimum, $S^*kT/E_0=3+E_t/E_0$, so

$$M(S^*)=8\pi Nb^3\,\frac{e^3}{36\pi Nb^3}=\frac{2e^3}{9}=4.5 .$$

On average, 4.5 sites offer a faster hop than the estimate. The mean of $s_{\min}$ is below $S^*$ by $2.07E_0/kT$.

## (f) How dominant is one hop, and when does the mobility edge win?

**Question.** For $kT<E_0$, find the mean ratio of the total hop rate to the fastest one. Then compare hopping with direct emission to the mobility edge at rate $\nu_0e^{E_i/kT}$.

**Solution.** Let $\alpha=kT/E_0$ and $u=s-s_{\min}$. Given $X$, the other sites have density $dM/ds=\alpha Xe^{\alpha u}$, and each has relative rate $e^{-u}$. Their mean sum is

$$\alpha X\int_0^\infty e^{-(1-\alpha)u}du=\frac{\alpha X}{1-\alpha}.$$

Since $\langle X\rangle=1$, adding the fastest hop itself gives

$$\left\langle\frac{\text{total rate}}{\text{fastest rate}}\right\rangle=1+\frac{\alpha}{1-\alpha}=\frac{1}{1-kT/E_0}.$$

Extending the integral past $s=0$ is harmless when $8\pi Nb^3\gg1$ and $\alpha$ is not close to 1. At low temperature one hop carries most of the escape rate. The formula diverges as $kT\to E_0$, but there the extension past $s=0$ fails: the mobility edge limits the number of slower sites, and the true ratio stays finite.

In the typical-distance estimate, the ratio of hopping to emission is $e^{-S^*}$, where

$$S^*=\frac{3E_0}{kT}+\frac{E_t}{kT}=\frac{3E_0}{kT}\left(1-\ln\frac{r^*}{R_0}\right).$$

Hopping wins if $r^*>eR_0$, or

$$T<\frac{3aE_0}{2e\,kR_0}.$$

Random distances make this boundary soft and move it to higher temperature. A site beats emission when $s<0$, and a deep carrier has on average $M(0)=8\pi Nb^3$ such sites. This number falls as $T^{-3}$. At the estimated boundary, $r^*=eR_0$, it is still $2e^3/9=4.5$, so a deep carrier has a hop faster than emission with probability $1-e^{-4.5}\approx99\%$. The probability falls to one half when $M(0)=\ln2$, at 1.86 times the estimated boundary temperature. A first hop may, however, be followed by a return, whereas emission frees the carrier at once. These are comparisons of rates with equal prefactors, not of conductivities.

## (g) A hole in a silicon-like tail

**Question.** Evaluate the results for $E_0=45$ meV, $N=10^{20}$ cm$^{-3}$, $a=1$ nm, $\nu_0=10^{12}$ s$^{-1}$, $T=150$ K and $E_i=-0.40$ eV.

**Solution.** Here $kT=12.93$ meV and $R_0=1.337$ nm. The hop length is

$$r^*=\frac{3(1\ \text{nm})(45\ \text{meV})}{2(12.93\ \text{meV})}=5.22\ \text{nm},$$

and the transport energy is

$$E_t=-135\ \text{meV}\times\ln\frac{5.222}{1.337}=-184\ \text{meV}.$$

The width is $\sqrt{3(45)(12.93)}=41.8$ meV. It describes the curvature of $S$, not the scatter of targets among random sites. By (e), that scatter has a standard deviation of $E_0\sqrt{3+\pi^2/6}=97$ meV. Direct minimisation of $S$, with the sites counted by numerical integration of $g$, gives the same $r^*$ and $E_t$. With $20N$ the minimised length is still 5.22 nm, while the target falls to $-319$ meV, a shift of $-E_0\ln20$. With $B=2.7$ the length is again unchanged and the target rises to $-139$ meV.

The upward exponent is $10.44+16.71=27.2$ after rounding, against 51.7 for the typical nearest deeper site. The estimated hop rate is $1.6$ s$^{-1}$, and emission to the edge has a rate of $0.036$ s$^{-1}$, a ratio of 44. At other temperatures, with all else fixed:

| $T$ (K) | $r^*$ (nm) | $E_t$ (meV) | hopping/emission |
|---|---|---|---|
| 100 | 7.83 | −239 | $1.7\times10^5$ |
| 200 | 3.92 | −145 | 1.8 |
| 300 | 2.61 | −90 | 0.18 |

The estimated boundary is 216 K, and $E_t$ reaches the mobility edge at 586 K. At 300 K, $8\pi Nb^3=13.26/2^3=1.7$, so even there a deep hole has between one and two sites, on average, that beat emission for the first step. Setting $M(s)=\ln2$ gives the median ratio of the fastest hop to emission, $(1.66/\ln2)^{E_0/kT}\approx4.6$, where the table has 0.18. The last column thus shows only the direction of the trend with temperature, but near and above the boundary it does not tell which process is faster.

For random sites at 150 K, $b=1.741$ nm. In 6000 random arrangements with a start at $-1.0$ eV, the mean length of the fastest hop was $5.14\pm0.04$ nm, about two standard errors below $r^*$. Its standard deviation was 2.97 nm, against $\sqrt3\,b=3.015$ nm. In 3000 arrangements with fourfold density the mean was 5.31 nm, where the predicted spread implies a standard error of $3.015/\sqrt{3000}=0.06$ nm. The two means bracket $r^*$ within 2%. At the original density the mean target energy was $-275$ meV (formula: $-277$ meV), and the mean rate ratio was 1.40, as in (f).

The correction to the rate is large: $2.07E_0/kT=7.2$, so the typical fastest rate for a very deep start exceeds the simple estimate by $e^{7.2}$, about a thousand. The optimum is useful for the length and for trends, but not for an absolute rate.

## (h) What do the neglected effects change?

**Question.** Size the corrections for finite depth, filled sites, an electric field and an energy-dependent decay length. How does the example stand beside a real film?

**Solution.**

*Finite depth.* Sampling from $-0.40$ eV gives a mean length of 4.86 nm, 7% below $r^*$, and 6.7% of the fastest hops go down. The typical nearest deeper site is $51.74/2=25.9$ nm away, but some lie closer by chance. From (e), the mean exponent of the fastest upward hop is about $27.2-7.2=20$, which a downward hop matches at 10 nm. The mean number of deeper sites within that distance is $(10/25.9)^3\approx6\%$, close to the sampled share. The sample treats every deeper site as empty. At the hole density used in the next paragraph, about two thirds of them are filled; then only about 2% of the fastest hops go down, and the mean length is about 4.7 nm. At finite depth the length also depends on density. With all deeper sites empty, the same start gives a mean of 4.5 nm at $4N$ and 3.9 nm at $20N$, because the targets sink towards the start and more hops go down. Among random sites, independence of $N$ thus requires a start far below the targets.

*Filled sites.* Let $p$ be the density of holes, nearly all of them below the target. The empty sites below $E$ then number $n(E)-p$ per volume, while their derivative is still $n/E_0$. Hence $dr/dE=-\,rn/[3E_0(n-p)]$, and the stationary condition becomes $r=r^*[1-p/n(E)]$. For $p=10^{16}$ cm$^{-3}$ and $n(E_t)=10^{20}e^{-184/45}=1.7\times10^{18}$ cm$^{-3}$, the typical-distance optimum shortens by 0.6%, as found with full Fermi occupation. Among random sites the effect is larger, because the longest hops go to the deepest targets, and many of these are filled. Repeating the count of (e) with Fermi occupation lowers the mean length for a very deep start from 5.22 to 4.73 nm, or by 9%. On cooling, the correction grows because $E_t$ sinks towards the Fermi level, here $-421$ meV. With that level held fixed they meet when $r^*=R_0e^{421/135}\approx30$ nm, near 26 K. As the two levels approach each other, filled sites are no longer a small correction and this picture fails.

*Field.* A field of 0.001 MV/cm tilts the energy over $r^*$ by $0.04\,kT$. The tilt equals $kT$ at 0.025 MV/cm, or 1 V across 0.4 µm. Thin devices can reach such fields, but the length changes little. For a very deep start, a hop at angle $\theta$ to the force gains the energy $eFr\cos\theta$, which multiplies the integrand in (e) by $\exp(eFr\cos\theta/E_0)$. Averaging over directions gives

$$\langle r\rangle=3b\,\frac{1+f^2/3}{1-f^2},\qquad f=\frac{eFb}{E_0}=\frac{eFa}{2kT}<1 .$$

At 0.025 MV/cm, $f$ is only 0.10 and the mean length rises by 1.3%; at 0.1 MV/cm, where $f=0.39$, the rise is already 23%. The direction is affected more: the average first hop then carries the hole about 0.7 nm along the force.

*Decay length.* States nearer the edge are usually more extended. As a trial, let $a(E)=a\sqrt{E_t/E}$, equal to 1 nm at the old $E_t$, and use the target's value in the hop rate. The tunnelling exponent now falls with energy for two reasons, and the stationary condition is

$$\frac{2r}{a(E)}\left(\frac{1}{3E_0}+\frac{1}{2|E|}\right)=\frac1{kT}
\;\Longrightarrow\;
r=\frac{3a(E)E_0}{2kT}\,\frac{1}{1+3E_0/(2|E|)} .$$

The local optimum moves to $-148$ meV and its length to 4.00 nm, 23% below $r^*$. This is a typical-distance estimate; with random sites the mean length for a very deep start is lower still, about 3.5 nm, so the agreement found in (e) for constant $a$ does not carry over. Since $|E|$ at the optimum depends on density, strict independence of $N$ is lost. It rests on a constant $a$ and a deep start as well as on the exponential tail.

*The real case.* The chosen $E_0$ and $N$ are rough values in the regime of the valence-band tail of hydrogenated amorphous silicon. The decay length is an assumed value, and $r^*$ is proportional to it. Most devices work near 300 K, where emission to the mobility edge competes with hopping, so the 150 K example concerns cooled films. The trial $a(E)$ shortens the hop by about a quarter in the typical-distance estimate and by about a third among random sites. A start close to the targets shortens it by more the higher it lies: in the 150 K example, with all sites empty, by about a fifth for a start at $-0.30$ eV and by more than 40% for a start at $E_t$. At a depth of 0.40 eV the tail holds only $10^{20}e^{-400/45}\approx1.4\times10^{16}$ sites per cm$^3$ below the carrier, and deep defects such as dangling bonds can be comparably numerous. These defects, polaron effects, Coulomb interaction and correlations between sites are outside the model, and their influence is not estimated. The values computed by the program are listed in the numerical output below.

## Calculated quantities

```
Tail slope E0 = 45.0 meV; decay length a = 1.00 nm
Site density N = 1.00e+20 cm^-3; R0 = 1.337 nm
Temperature = 150 K; kT = 12.93 meV; kT/E0 = 0.287
Attempt rate = 1.0e+12 1/s; start energy = -0.40 eV
Optimal hop, formula = 5.222 nm; minimised = 5.222 nm
Optimal hop with 20 N, minimised = 5.222 nm
Optimal hop with 2.7 sites per sphere = 5.222 nm
Transport energy, formula = -184.0 meV
Transport energy, minimised = -184.0 meV
Transport energy with 20 N = -318.8 meV
Transport energy with 2.7 sites = -139.3 meV
Energy width of optimum = 41.8 meV
Ratio r*/R0 = 3.907
Tunnelling exponent 2r*/a = 10.44
Thermal exponent (Et-Ei)/kT = 16.71
Total upward exponent = 27.16
Exponent to nearest deeper site = 51.74
Upward hop rate = 1.61e+00 1/s
Emission rate to edge = 3.64e-02 1/s
Hopping/emission ratio = 44.2
Hopping faster than emission below = 215.6 K
Optimum leaves the tail above = 586.1 K
T = 100 K: r* = 7.83 nm, Et = -238.7 meV, hop/emission = 1.69e+05
T = 150 K: r* = 5.22 nm, Et = -184.0 meV, hop/emission = 44.2
T = 200 K: r* = 3.92 nm, Et = -145.1 meV, hop/emission = 1.8
T = 300 K: r* = 2.61 nm, Et = -90.4 meV, hop/emission = 0.178
Length scale b = 1.741 nm; 8 pi N b^3 = 13.26
Sampled mean hop, start -1.0 eV = 5.141 nm (std. error 0.038)
Sampled mean hop, same start, 4 N = 5.312 nm
Spread of hop length: sampled = 2.966 nm, formula = 3.015 nm
Mean target energy: sampled = -275.2 meV, formula = -277.3 meV
Mean total/fastest rate: sampled = 1.395, formula = 1.403
Sampled mean hop, start -0.40 eV = 4.859 nm (std. error 0.032)
Change from r* for this start = -7.0 %
Share of these hops that go down = 6.7 %
Hole density = 1.0e+16 cm^-3; Fermi level = -420.7 meV
Filled fraction of sites below Et = 0.60 %
Change of r* by filling = -0.58 %
Field = 0.0010 MV/cm; tilt e F r*/kT = 0.040
Field where tilt equals kT = 0.0248 MV/cm
Varying decay length: hop = 4.00 nm, target = -148.0 meV
Change of hop by varying decay length = -23.4 %
```
